# Thermopower with the chemical potential at a mobility edge, part 1

(Sections cited here and not found follow in the second part.)

## First half: the thermopower at the edge

Q: You have a disordered conductor in which electrons below some energy $E_c$ are localized and those above it can diffuse. You put the chemical potential at $E_c$ and ask for the thermopower. Before any formula, what do you assume about the conduction?

A: I assume independent electrons and an energy-resolved conductivity

$$
\sigma(E)=\begin{cases}A\,(E-E_c)^s, & E>E_c,\\ 0, & E<E_c,\end{cases}\qquad s\ge 0 .
$$

The constant $A$ and the exponent $s$ do not depend on temperature. The quantity $\sigma(E)$ is the conductivity the sample would have at zero temperature if the chemical potential were at $E$. The energy $E_c$ is the mobility edge. The density of states may be finite on both sides of it; what vanishes below it is the ability to carry a steady current. The exponent is an input here, and $s=1$ is the case I will work out first.

Q: A conductivity at one energy is an odd object, because a real current involves electrons at many energies. Why may you add their contributions?

A: Because I take the scattering that limits the current to be elastic. An electron then keeps its total energy $E$ while it diffuses. Let $g(E)$ be the number of states per volume and energy, $D(E)$ the diffusion constant, and $f(E,x)$ the occupation at position $x$. Elastic exchange between neighbouring places balances when the occupation $f$ at energy $E$ is the same in both, even if their densities of states differ. The particle current per unit energy is therefore driven by the gradient of $f$ at fixed $E$:

$$
j(E)=-D(E)\,g(E)\,\frac{\partial f}{\partial x}.
$$

With $e>0$, an electron has charge $-e$. The electric current density is therefore

$$
J=-e\int j(E)\,dE=\frac1e\int\sigma(E)\,\frac{\partial f}{\partial x}\,dE,
\qquad \sigma(E)=e^2D(E)g(E).
$$

Below the edge $g$ can be finite while $D=0$.

I also need a local temperature. Inelastic collisions must be frequent enough to keep $f$ close to a Fermi function over the length on which the temperature varies, yet weak enough to leave $\sigma(E)$ unchanged. That is an assumption about the sample, and the second half returns to what happens when the edge is blurred.

Q: Your total energy includes the electrostatic energy. If there is a voltage along the sample, then $E_c$ itself depends on $x$. Have you neglected that?

A: Only to the order at which I work. The factor $\partial f/\partial x$ is already of first order in the applied gradients. A change of $\sigma(E)$ caused by the shift of $E_c$ would multiply it by another small quantity, so in linear response I use the local $\sigma(E)$.

The matching convention is that $\mu$ is the electrochemical potential, measured on the same scale as $E$. A voltmeter reads differences of $V=-\mu/e$, so the effective field is

$$
\mathcal E=-\frac{dV}{dx}=\frac1e\frac{d\mu}{dx}.
$$

Q: Then show me that this reproduces Ohm's law, and that a temperature gradient enters properly.

A: Write the Fermi function in terms of $y$:

$$
f=\frac1{e^{y}+1},\qquad y=\frac{E-\mu}{kT}.
$$

At fixed $E$, both $\mu$ and $T$ depend on position, so

$$
\frac{\partial y}{\partial x}=-\frac1{kT}\frac{d\mu}{dx}-\frac{E-\mu}{kT^2}\frac{dT}{dx}.
$$

The energy derivative is $\partial f/\partial E=(df/dy)/(kT)$, which means $df/dy=kT\,\partial f/\partial E$. Multiplying the two gives

$$
\frac{\partial f}{\partial x}
=\left(-\frac{\partial f}{\partial E}\right)
\left[\frac{d\mu}{dx}+\frac{E-\mu}{T}\frac{dT}{dx}\right].
$$

With no temperature gradient, the current becomes

$$
J=\sigma\,\frac1e\frac{d\mu}{dx}=\sigma\mathcal E,\qquad
\sigma=\int\sigma(E)\left(-\frac{\partial f}{\partial E}\right)dE .
$$

This is Ohm's law with the expected sign. The measured conductivity $\sigma$ is a thermal average of $\sigma(E)$ over a window a few $kT$ wide around $\mu$.

Q: Now impose the temperature gradient and disconnect the wires.

A: Let angle brackets denote the average with weight $\sigma(E)(-\partial f/\partial E)$:

$$
\langle E-\mu\rangle=\frac{1}{\sigma}\int(E-\mu)\,\sigma(E)\left(-\frac{\partial f}{\partial E}\right)dE .
$$

The current is then

$$
J=\frac{\sigma}{e}\left[\frac{d\mu}{dx}+\frac{\langle E-\mu\rangle}{T}\frac{dT}{dx}\right].
$$

Open circuit means $J=0$, so $d\mu/dx=-\langle E-\mu\rangle(dT/dx)/T$. The thermopower is defined by $\mathcal E=S\,dT/dx$ at zero current. Hence

$$
S=\frac{1}{e}\frac{d\mu/dx}{dT/dx}=-\frac{\langle E-\mu\rangle}{eT}.
$$

Q: Check the sign with a physical picture. I do not trust a minus sign that has passed through three definitions.

A: If conduction takes place above $\mu$, then $\langle E-\mu\rangle>0$ and $S<0$. The hot end has more electrons in the conducting states, so electrons diffuse toward the cold end and charge it negatively. The cold end then has the higher $\mu$. The gradient of $\mu$ is opposite to that of $T$, as the formula says.

Q: With $\mu$ in the conducting range, I would now expand $\sigma(E)$ about $\mu$ and get a thermopower proportional to $T\sigma'(\mu)/\sigma(\mu)$. Why not do that here?

A: Because $\sigma(\mu)=0$ when $\mu=E_c$ and $s>0$. The ratio has no finite value. The expansion needs $\sigma(E)$ to be smooth across the thermal window, whereas here the window is cut in two by the edge. The integrals have to be done as they stand.

Set $\mu=E_c$ and $x=(E-E_c)/kT$; from here on $x$ is this reduced energy and no longer a position. The thermal weight becomes

$$
\left(-\frac{\partial f}{\partial E}\right)dE=h(x)\,dx,\qquad
h(x)=\frac{e^x}{(e^x+1)^2}=-\frac{d}{dx}\frac1{e^x+1}.
$$

Define the moments

$$
M_p=\int_0^\infty x^p h(x)\,dx .
$$

Since $\sigma(E)=A(kT)^sx^s$ and $E-\mu=kTx$, we have

$$
\sigma=A(kT)^sM_s,\qquad
\langle E-\mu\rangle=kT\,\frac{M_{s+1}}{M_s},\qquad
S=-\frac ke\,\frac{M_{s+1}}{M_s}.
$$

Temperature has disappeared from $S$, and so has $A$. A power law starting at $\mu$ contains no energy with which $kT$ could be compared, so the mean energy carried must be a pure number times $kT$.

Q: Then the pure number is the whole problem. Take $s=1$ and find it without a table of integrals.

A: The denominator is $M_1$. Integrate by parts. The boundary term $-x/(e^x+1)$ vanishes at both ends, and

$$
M_1=\int_0^\infty\frac{dx}{e^x+1}
=\int_0^\infty\frac{e^{-x}}{1+e^{-x}}dx
=\left[-\ln(1+e^{-x})\right]_0^\infty=\ln2 .
$$

The numerator is treated in the same way:

$$
M_2=2\int_0^\infty\frac{x\,dx}{e^x+1}.
$$

Now use the geometric series $1/(e^x+1)=e^{-x}-e^{-2x}+e^{-3x}-\cdots$. Each term gives $\int_0^\infty xe^{-nx}dx=1/n^2$, so

$$
M_2=2\,\eta(2),\qquad \eta(p)=\sum_{n=1}^\infty\frac{(-1)^{n-1}}{n^p}.
$$

Q: The geometric series does not converge at $x=0$. May you integrate it term by term?

A: Yes, and the remainder shows it. After $N$ terms the sum is

$$
\frac{e^{-x}}{1+e^{-x}}\left[1-(-1)^Ne^{-Nx}\right].
$$

It differs from the full function by at most $e^{-(N+1)x}$ in magnitude. Multiplied by $x$ and integrated, this error is at most $1/(N+1)^2$, which tends to zero.

Q: And the value of $\eta(2)$?

A: Expand $\theta^2$ on $-\pi\le\theta\le\pi$ in cosines. Its mean is $\pi^2/3$. The coefficient of $\cos n\theta$ is

$$
a_n=\frac2\pi\int_0^\pi\theta^2\cos n\theta\,d\theta
=-\frac{4}{\pi n}\int_0^\pi\theta\sin n\theta\,d\theta ,
$$

where the boundary term vanished because $\sin n\pi=0$. A second integration by parts gives

$$
\int_0^\pi\theta\sin n\theta\,d\theta
=\left[-\frac{\theta\cos n\theta}{n}\right]_0^\pi+\frac1n\int_0^\pi\cos n\theta\,d\theta
=-\frac{\pi(-1)^n}{n}.
$$

Thus $a_n=4(-1)^n/n^2$. The periodic continuation of $\theta^2$ is continuous and the coefficients are absolutely summable, so the series equals the function at each point. At $\theta=0$,

$$
0=\frac{\pi^2}{3}+4\sum_{n=1}^\infty\frac{(-1)^n}{n^2}
=\frac{\pi^2}{3}-4\eta(2),
\qquad \eta(2)=\frac{\pi^2}{12}.
$$

So $M_2=\pi^2/6$, and the thermopower for a linear edge is

$$
S^*=-\frac ke\,\frac{\pi^2}{6\ln2}.
$$

With $k/e=86.173\ \mu\mathrm{V/K}$ and $\pi^2/(6\ln2)=2.3731$, this is $S^*=-204.5\ \mu\mathrm{V/K}$.

Q: The mean energy is $2.37\,kT$ above the edge. For a dilute gas with the same linear $\sigma(E)$ I would have expected $2kT$. Where does the extra come from?

A: In the dilute case the weight is $xe^{-x}$, with mean $\int x^2e^{-x}dx/\int xe^{-x}dx=2$. Here the weight is $xh(x)$, and

$$
\frac{h(x)}{e^{-x}}=\frac{1}{(1+e^{-x})^2}.
$$

This ratio rises with $x$, from $1/4$ at the edge to 1 far above it. Relative to the dilute gas, the low energies are suppressed, so the mean moves up. The suppression is the effect of Fermi statistics on the states nearest to $\mu$.

Q: What if the edge is not linear?

A: The same steps work for any $p>0$. Integration by parts gives

$$
M_p=p\int_0^\infty\frac{x^{p-1}}{e^x+1}dx=p\,\Gamma(p)\,\eta(p)=\Gamma(p+1)\,\eta(p),
$$

because $\int_0^\infty x^{p-1}e^{-nx}dx=\Gamma(p)/n^p$. The remainder after $N$ terms is now at most $\Gamma(p)/(N+1)^p$ and again tends to zero. For $p=0$ the integral is direct: $M_0=\left[-1/(e^x+1)\right]_0^\infty=1/2$, which agrees with the continued value $\eta(0)=1/2$. With $\Gamma(s+2)=(s+1)\Gamma(s+1)$,

$$
S^*=-\frac ke\,\frac{(s+1)\,\eta(s+1)}{\eta(s)} .
$$

The magnitudes are $119.5$, $163.5$, $204.5$, $252.0$ and $283.4\ \mu\mathrm{V/K}$ for $s=0$, $0.5$, $1$, $1.6$ and $2$. A larger exponent gives more weight to the higher energies and so a thermopower of larger magnitude. The value is therefore independent of temperature and of the strength of conduction, but it does depend on the exponent.

Q: I still have a thermodynamic worry. For $s=1$ the conductivity is $A\,kT\ln2$, which vanishes at zero temperature. How can a sample that no longer conducts keep a finite thermopower?

A: The thermopower is a ratio of two responses, and both vanish. Set $\mathcal E=0$ instead of $J=0$. The current driven by the temperature gradient is then $J=-\sigma S\,dT/dx$, with

$$
\sigma S^*=-\left(A\,kT\ln2\right)\frac ke\frac{\pi^2}{6\ln2}
=-\frac{\pi^2}{6}\,\frac ke\,A\,kT .
$$

This goes to zero linearly in $T$, as $\sigma$ does, and their ratio stays fixed.

The heat carried by a given current also vanishes. At uniform temperature the heat current is

$$
J_Q=\int(E-\mu)\,j(E)\,dE
=-\frac{1}{e^2}\int(E-\mu)\sigma(E)\frac{\partial f}{\partial x}dE
=-\frac{\langle E-\mu\rangle}{e}J=TS\,J ,
$$

where $x$ is briefly the position again. At constant $S^*$ the heat per charge is proportional to $T$. The heat carried by a fixed current therefore vanishes on cooling, although the voltage needed to drive that current, and with it the Joule heat, grows as $1/T$.

Q: Can the result be checked without the averages you have just defined?

A: One can solve for zero current between two reservoirs. I took one at $300.5$ K and one at $299.5$ K, gave each its own Fermi function $f_h$ or $f_c$, and adjusted the difference of their chemical potentials, centred on $E_c$, until

$$
\int_{E_c}^\infty(E-E_c)\,[f_h(E)-f_c(E)]\,dE=0 .
$$

Dividing that difference by $e$ and by 1 K gives $-204.50\ \mu\mathrm{V/K}$. The mirrored case, with conduction growing linearly below $E_c$ and none above, gives $+204.50\ \mu\mathrm{V/K}$. The sign change is expected: replacing $x$ by $-x$ leaves $h(x)$ unchanged and reverses $E-\mu$.

## Second half: away from the ideal edge

The symbols carried over are these. The conductivity at energy $E$ is $A(E-E_c)^s$ above the mobility edge $E_c$ and zero below it. The reduced energy is $x=(E-E_c)/kT$, and $h(x)=e^x/(e^x+1)^2$ is the thermal weight when $\mu=E_c$. The thermopower is $S=-\langle E-\mu\rangle/(eT)$. At $\mu=E_c$ and $s=1$ the two integrals are $M_1=\ln2$ and $M_2=\pi^2/6$. They give $\sigma=A\,kT\ln2$ and $S^*=-(k/e)\pi^2/(6\ln2)=-204.5\ \mu\mathrm{V/K}$. The alternating sum $\eta(2)$ equals $\pi^2/12$.

Q: You placed $\mu$ at $E_c$ by decree. What happens when it is a little off?

A: Let $z=(\mu-E_c)/kT$. The Fermi function becomes $1/(e^{x-z}+1)$ and $E-\mu=kT(x-z)$. Define, for $p>0$,

$$
F_p(z)=\frac1{\Gamma(p)}\int_0^\infty\frac{x^{p-1}}{e^{x-z}+1}\,dx .
$$

The same integration by parts as before turns the moment of order $p$ into $\Gamma(p+1)F_p(z)$. Therefore

$$
\sigma=A(kT)^s\,\Gamma(s+1)F_s(z),\qquad
S=-\frac ke\left[(s+1)\frac{F_{s+1}(z)}{F_s(z)}-z\right].
$$

For $s=1$ the denominator is elementary: $F_1(z)=\ln(1+e^z)$. At $z=0$ we recover $F_p(0)=\eta(p)$ and the earlier result.

Q: Does this contain the ordinary metallic formula that you refused to use at the edge?

A: It does, well above the edge. For $s=1$ the limit can be obtained with its error. Differentiating $F_p$ under the integral and integrating by parts gives $dF_p/dz=F_{p-1}$ for $p>1$. Also $dF_1/dz=1/(1+e^{-z})$, which I call $F_0(z)$. Consider the even function $F_2(z)+F_2(-z)$. Its second derivative is $F_0(z)+F_0(-z)=1$, its slope at $z=0$ is zero, and its value there is $2\eta(2)=\pi^2/6$. Hence

$$
F_2(z)=\frac{z^2}{2}+\frac{\pi^2}{6}-F_2(-z).
$$

With $F_1(z)=z+\ln(1+e^{-z})$, this gives

$$
\frac{e|S|}{k}=\frac{z^2+\pi^2/3-2F_2(-z)}{z+\ln(1+e^{-z})}-z
\;\longrightarrow\;\frac{\pi^2}{3z}\qquad(z\gg1).
$$

For $s=1$ the terms dropped are exponentially small, since $F_2(-z)$ and $\ln(1+e^{-z})$ are both of order $e^{-z}$.

The limit is the Mott formula. To see this for general $s$, expand $\sigma(E)$ to first order about $\mu$ and use

$$
\int_{-\infty}^{\infty}y^2h(y)\,dy=2M_2=\frac{\pi^2}{3},
$$

which gives $\langle E-\mu\rangle=(\pi^2/3)(kT)^2\sigma'(\mu)/\sigma(\mu)$. Since $\sigma'/\sigma=s/(\mu-E_c)$, the magnitude is $(k/e)\pi^2s/(3z)$.

With $\mu$ at a sharp power-law edge, the thermopower is independent of temperature and equals $-204.5\ \mu\mathrm{V/K}$ for $s=1$; the expression for $\mu$ off the edge goes over to the Mott formula well above it. It remains to see how soon that formula becomes usable, what happens below the edge, and how the constant fares at fixed density, with a rounded or curved $\sigma(E)$, and in a real film.
